# Choosing the Clock and Event Selection in Kinetic Monte Carlo Hopping

Two charge carriers start on neighbouring sites of a nine-site network. After 20 ns the probability of finding them in the starting configuration is 0.271. A simulation that draws random waiting times gives 0.273. One that advances its clock by the mean waiting time gives 0.102, yet over long times this second simulation reproduces the equilibrium occupations, and with less noise. Either clock can be built into a hopping simulation that takes its site energies and rates from electronic-structure calculations. The random clock is right for every quantity, the fixed one only for some, such as long-time averages.

## The model

A configuration $C$ lists the occupied sites. There are $N$ carriers of charge $+e$, at most one per site, with no other interaction. A carrier hops between nearest neighbours at the Miller–Abrahams rate

$$k=k_0\,e^{-\beta\max(0,\;\Delta E-eF\Delta x)},\qquad k_0=\nu_0e^{-2\gamma a},\qquad \beta=\frac1{k_BT}.$$

Here $\Delta E$ is the site-energy change, $F$ a constant field along $x$, $\Delta x$ the displacement along $x$, and $a$ the spacing. A hop to an occupied site has rate zero. Since $\max(0,y)-\max(0,-y)=y$, forward and backward rates have the ratio $e^{-\beta(\Delta E-eF\Delta x)}$.

The example is a periodic $3\times3$ square lattice with $N=2$, hence 36 configurations. Sites are numbered 0 to 8 row by row, with $x$ along the rows. Their energies are 0, −40, 30, 50, 10, −60, −20, 40 and −10 meV. With $a=1$ nm, $\gamma=5$ nm$^{-1}$, $\nu_0=10^6$ µs$^{-1}$ and $T=300$ K, one has $k_BT=25.85$ meV and $k_0=45.40$ µs$^{-1}$. These are model parameters and describe no particular material.

## Selecting an event and a waiting time

In configuration $C$ let event $e$ have rate $k_e$, and let $R=\sum_e k_e$. Each event has an independent clock: it has not rung by time $\tau$ with probability $e^{-k_e\tau}$. The density for event $e$ to ring first, at time $\tau$, is its own ringing density times the probability that all others are silent:

$$p(e,\tau)=k_ee^{-k_e\tau}\prod_{j\ne e}e^{-k_j\tau}=k_ee^{-R\tau}=\frac{k_e}{R}\;\times\;Re^{-R\tau}.$$

The product form shows that the choice of event and the waiting time are independent. Two uniform random numbers $u_1,u_2$ in $[0,1)$ therefore suffice.

For the time, set $\tau=-\ln(1-u_1)/R$. Then $\tau\le t$ means $u_1\le1-e^{-Rt}$, which has the required probability $1-e^{-Rt}$. For the event, form the cumulative sums $K_e=k_1+\dots+k_e$ and take the event with $K_{e-1}\le u_2R<K_e$. This interval has length $k_e$ out of $R$. A blocked event has an interval of length zero and is not selected.

Start with carriers on sites 4 and 5. The hops 4→5 and 5→4 are blocked. The hop 4→3 costs 40 meV, so its rate is $45.40\,e^{-40/25.85}=9.66$ µs$^{-1}$. The first four cumulative rates, for 4→5, 4→3, 4→7 and 4→1, are 0, 9.66, 23.89 and 69.29 µs$^{-1}$, and the total is $R=77.89$ µs$^{-1}$. With $u_1=0.70$ and $u_2=0.40$,

$$\tau=\frac{-\ln0.30}{77.89}\ \text{µs}=15.46\ \text{ns},\qquad u_2R=31.16\ \text{µs}^{-1}.$$

The target lies between 23.89 and 69.29, so the carrier on site 4 hops to site 1.

If the waiting time passes the end of the simulation, the dwell is cut there. A continuation may draw a fresh time, because $P(\tau>s+t\,|\,\tau>s)=e^{-R(s+t)}/e^{-Rs}=e^{-Rt}$.

In a short interval $dt$, event $e$ thus occurs with probability $k_e\,dt$, whatever the past. Writing $W_{CC'}$ for the rate from $C$ to $C'$, gain minus loss gives the master equation

$$\frac{dP_C}{dt}=\sum_{C'}P_{C'}W_{C'C}-R_CP_C .$$

## Why the mean waiting time spoils the transient

With random waits, the first hop has not yet happened at 20 ns with probability $e^{-77.89\times0.020}=0.211$. The remaining $0.271-0.211=0.060$ belongs to paths that left and returned. With the fixed wait $1/R=12.84$ ns, every path has left by 20 ns, so the whole 0.102 consists of returned paths. The mean of the waiting time is right, but its distribution is not. The random clock passed a chi-square test against the master equation over all configurations ($p=0.34$); the fixed clock failed it.

Transient currents, the distribution of first-passage times and responses to a switched field therefore need random waits. With constant rates, the mean first-passage time does not, because the waits enter it only through their means. If the rates vary during a wait, the survival probability becomes $\exp[-\int_0^\tau R(t)\,dt]$. The time then follows from $\int_0^\tau R\,dt=-\ln(1-u_1)$, and the event is chosen with the rates at that moment.

## Rejection or no rejection

A rejection scheme picks one of the $4N=8$ carrier–direction pairs at random and accepts the hop with probability $k_e/k_0$. If attempts occur randomly at total rate $8k_0$, event $e$ happens at rate

$$8k_0\times\frac18\times\frac{k_e}{k_0}=k_e .$$

This is the same process. Attempts come at a rate that does not depend on the configuration, so they sample configurations by their share of time. The mean acceptance is then

$$\frac{\langle R\rangle}{8k_0}=\frac{81.40}{8\times45.40}=0.224,$$

and the simulated value agrees. One hop takes $1/0.224=4.5$ attempts on average. If a rejection-free step costs $c$ times as much as an attempt, it pays when $c<4.5$ here, and in general when $c$ is below the inverse acceptance. Stronger disorder or lower temperature reduces the uphill rates. This usually lowers the acceptance, as it does in this cell, and so favours the rejection-free choice. It is not a strict rule, because the equilibrium weights shift as well.

Rejection-free selection does not remove useless motion. Suppose a carrier hops between two sites at rate $k_f$ and escapes from either at rate $k_s$. Each visit ends in escape with probability $k_s/(k_f+k_s)$, so the carrier makes on average $1+k_f/k_s$ visits to single sites of the pair before escape. When $k_f\gg k_s$, nearly all executed events are such shuttling.

## Equilibrium occupations

At $F=0$, take $P^{\rm eq}_C\propto\prod_{i\in C}w_i$ with $w_i=e^{-\beta E_i}$. The rate ratio gives $P^{\rm eq}_CW_{CC'}=P^{\rm eq}_{C'}W_{C'C}$, so every pair of opposite fluxes cancels and the distribution is stationary. It is unique if every configuration can be reached from every other.

Let $Z_N$ be the sum of $\prod w_i$ over all choices of $N$ sites, and $Z_N^{(i)}$ the same sum with site $i$ removed. The terms with site $i$ occupied add up to $w_iZ^{(i)}_{N-1}$, hence

$$\langle n_i\rangle=\frac{w_iZ_{N-1}^{(i)}}{Z_N}.$$

For $N=2$, put $S_1=\sum w_i$ and $S_2=\sum w_i^2$. Then $Z_1^{(i)}=S_1-w_i$ and $Z_2=(S_1^2-S_2)/2$, because $S_1^2$ counts each pair twice and also contains the squares. The energies give $S_1=20.873$, $S_2=134.3$ and $Z_2=150.7$. For site 5, $w_5=e^{60/25.852}=10.185$, so $\langle n_5\rangle=10.185\times10.688/150.7=0.722$. The simulation gives $0.7225\pm0.0003$, and the other eight sites also agree within the tested statistical limits.

The Fermi–Dirac value for site 5, with the Fermi level set to give two carriers, is 0.652. The difference is a finite-size effect. Splitting $Z_N=Z_N^{(i)}+w_iZ_{N-1}^{(i)}$ gives

$$\frac{\langle n_i\rangle}{1-\langle n_i\rangle}=w_i\,\frac{Z_{N-1}^{(i)}}{Z_N^{(i)}} .$$

Fermi–Dirac statistics requires the last ratio to be the same for all sites. In a small cell it depends on which site was removed. With ten copies of the cell treated as one system of 90 sites and 20 carriers, the largest deviation falls from 0.070 to 0.006. A small simulation should therefore be checked against the canonical formula.

## Averaging over time

Configuration $C$ is left $P^{\rm eq}_CR_C$ times per unit time. Counting visits thus samples $P^{\rm eq}_CR_C/\langle R\rangle$ and favours configurations that are quickly left. For site 5 the visit count gives 0.574 instead of 0.722; for the highest site, number 3, it gives 0.046 instead of 0.020. Each visit must be weighted by its duration.

Weighting by $1/R_C$ also works over long times, since $(P^{\rm eq}_CR_C)/R_C=P^{\rm eq}_C$. To see the gain, let $f_k$ be the occupation of a site during visit $k$, $\bar f$ its mean over time (not over visits) and $T$ the total time. For long paths the error of the time average is, to leading order, $T^{-1}\sum_k(f_k-\bar f)\tau_k$. For a given sequence of configurations the waits are independent, with mean $1/R_k$ and variance $1/R_k^2$. Random waits therefore add the variance

$$\frac1{T^2}\sum_k\frac{(f_k-\bar f)^2}{R_k^2}$$

to that of the sequence itself, and fixed waits remove it. In the example the standard error falls to 0.80 of its value, averaged over sites. Since errors scale as the inverse square root of the number of paths, about $0.80^2=0.64$ as many paths suffice for a site with this average ratio; the saving differs from site to site.

The same argument covers the mean drift velocity, a ratio of total displacement to total time. It does not cover spreading in a field. If the summed displacement $X$ drifts at velocity $V$, its long-time fluctuation is that of $\sum_k(\Delta x_k-V\tau_k)$. Random waits contribute $V^2\sum_k1/R_k^2$ to its variance, which fixed waits omit. At $V=0$ this term vanishes.

## Mobility at vanishing field

For a small field write the stationary distribution as $P_C=P^{\rm eq}_C(1+\beta eF\psi_C)$, and let $g_{CC'}=P^{\rm eq}_CW_{CC'}$ at zero field, which is symmetric. With the field on, set $A=P^{\rm eq}_CW_{CC'}$ and $B=P^{\rm eq}_{C'}W_{C'C}$. The rate ratio gives $A=Be^{\beta eF\Delta x}$, and $B\to g$ as $F\to0$. The net flux is, to first order,

$$J_{CC'}=A(1+\beta eF\psi_C)-B(1+\beta eF\psi_{C'})=\beta eF\,g_{CC'}\,y_{CC'},$$

$$y_{CC'}=\Delta x_{CC'}+\psi_C-\psi_{C'} .$$

This is a resistor network whose nodes are configurations. Stationarity, $\sum_{C'}g_{CC'}y_{CC'}=0$, is Kirchhoff's current law and determines $\psi$ up to a constant.

The drift velocity $v$ per carrier follows from $Nv=\sum P_CW_{CC'}\Delta x_{CC'}$ over directed pairs. Exchanging the labels changes the sign of $\Delta x$; averaging the two forms gives $Nv=\frac12\sum J_{CC'}\Delta x_{CC'}$. Now $\sum g(\psi_C-\psi_{C'})y=2\sum_C\psi_C\sum_{C'}gy=0$, because $g$ is symmetric and $y$ antisymmetric. Adding this zero replaces $\Delta x\,y$ by $y^2$:

$$\mu=\lim_{F\to0}\frac vF=\frac{\beta e}{2N}\sum_{C,C'}g_{CC'}\,y_{CC'}^2 .$$

The sum is a convex quadratic function of $\psi$, and Kirchhoff's law is the condition for its minimum. Setting $\psi=0$, an undisturbed equilibrium distribution, therefore gives an upper bound. Here the bound is 413 nm²/(V µs) and the mobility is 300.5 nm²/(V µs), or $3.00\times10^{-6}$ cm²/(V s). The field-induced redistribution lowers the current by 27% relative to the bound.

Equal site energies provide a limit. Along each periodic row there are as many carriers with an empty site on the right as on the left, so $\psi=0$ satisfies Kirchhoff's law. On $M$ sites a neighbour is empty with probability $(M-N)/(M-1)$. Each carrier contributes two directions along $x$, giving

$$\mu=\beta e\,k_0a^2\,\frac{M-N}{M-1}=\frac{45.40}{0.02585}\times\frac78\approx1537\ \text{nm}^2/(\text{V µs}).$$

The energy disorder thus reduces the mobility to about one fifth of its value in the ordered cell.

## Mobility from diffusion

Dividing Kirchhoff's law by $P^{\rm eq}_C$ gives $\sum_{C'}W_{CC'}y_{CC'}=0$. At each hop $X-\psi(C_t)$ changes by $y$, so its mean change is zero from every configuration. Changes at different times are then uncorrelated, and at equilibrium the variance grows at the rate $\sum P^{\rm eq}_CW_{CC'}y^2=\sum gy^2$. Since $\psi$ is bounded in a finite network, it does not affect the long-time growth rate. Therefore

$$D=\lim_{t\to\infty}\frac{\mathrm{Var}\,X}{2Nt}=\frac1{2N}\sum g\,y^2,\qquad \mu=\beta eD .$$

The displacement must be unwrapped across periodic boundaries and summed over carriers before squaring, so that correlations between carriers are included. With $D=7.767$ nm²/µs, $\mu=7.767/0.02585=300.5$ nm²/(V µs). The simulation gives $298\pm3$.

## Choosing the field and the run length

At $F=0.01$ V/nm, where $eFa/k_BT=0.39$, the simulated drift is $2.808\pm0.006$ nm/µs and the master equation gives 2.812. Thus $v/F=281$ nm²/(V µs), 6.4% below the zero-field mobility. The statistical error is 0.2%, so longer runs would not remove this discrepancy. With the field reversed, $v/F$ is 336, or 11.7% above. The network has no mirror symmetry along $x$, so $v$ may contain a term in $F^2$. Averaging the two directions cancels it and gives 308, within 3% of the zero-field value. This works here because no two neighbours along $x$ have equal energy. Where they do, the kink of $\max(0,y)$ gives a term in $F|F|$ that averaging keeps. In the ordered cell $v/F=\mu\,(1-e^{-x})/x$ with $x=e|F|a/k_BT$ for either direction, which is 17% below $\mu$ at this field.

From 0.01 V/nm downwards, a smaller field reduces the bias here but raises the relative noise of the drift. For $n$ paths of length $T$, the mean of $X$ is $N\beta eDFT$ and its variance about $2NDT$ at low field. The relative errors of the two routes are

$$\text{drift: }\frac1{\beta eF}\sqrt{\frac2{nNDT}},\qquad\text{diffusion: }\sqrt{\frac2n},$$

the second for nearly Gaussian $X$. They are equal at $\beta eF=1/\sqrt{NDT}$. With $N=2$ and $T=10$ µs, $\sqrt{NDT}=12.5$ nm, so $F\approx0.002$ V/nm. With one displacement taken per path, drift has the smaller noise above this field and zero-field diffusion below it. The crossover depends on $T$: the drift error is set by the total time $nT$, the diffusion error by the number of samples. Cutting the same paths into 1 µs segments, still about 21 relaxation times long, gives ten times as many samples and moves the crossover to about 0.0066 V/nm, at the price of a finite-time bias in $D$ of about 0.5%. The comparison also leaves out the field bias, which at 0.002 V/nm is already close to 2% for a single direction, above the 1% noise of 20000 paths.

Measurement should begin after many relaxation times. The slowest one here is 47.5 ns at zero field, and the 3 µs discarded first are 63 times longer. If carriers also repel each other, $\Delta E$ depends on the configuration. The selection rule and the mobility formula survive if the rates still obey detailed balance, but the product weights $\prod w_i$ do not. The numerical output follows.

## Computed results

```
kT = 25.852 meV at T = 300 K
nu0 = 1.0e+06 1/us, gamma = 5.0 1/nm, a = 1.0 nm
k0 = 45.3999 1/us; carriers 2, sites 9, configurations 36
One step from carriers on sites 4 and 5 (rates in 1/us):
  4->5: rate   0.0000, cumulative   0.0000
  4->3: rate   9.6624, cumulative   9.6624
  4->7: rate  14.2258, cumulative  23.8882
  4->1: rate  45.3999, cumulative  69.2881
  5->3: rate   0.6444, cumulative  69.9325
  5->4: rate   0.0000, cumulative  69.9325
  5->8: rate   6.5628, cumulative  76.4954
  5->2: rate   1.3968, cumulative  77.8921
R = 77.8921 1/us, mean wait 1/R = 12.838 ns
u_time = 0.70: wait = 15.457 ns
u_select = 0.40: target 31.1568 1/us, hop 4->1
Competing clocks, chi-square p = 0.515
Probability of start configuration after 20 ns:
  master equation 0.2711, KMC 0.2731, fixed waits 1/R 0.1017
  chi-square p of KMC over all configurations = 0.340
Slowest relaxation time = 47.50 ns
20000 paths, burn-in 3 us, measured 10 us, 1.628e+07 hops
site E/meV canonical  KMC     error    visits  Fermi-Dirac
  0     0   0.13188  0.13191 0.00012  0.20350 0.15556
  1   -40   0.50431  0.50457 0.00030  0.36207 0.46397
  2    30   0.04275  0.04274 0.00005  0.09317 0.05457
  3    50   0.01988  0.01993 0.00004  0.04586 0.02594
  4    10   0.09102  0.09098 0.00010  0.12716 0.11121
  5   -60   0.72238  0.72250 0.00027  0.57368 0.65232
  6   -20   0.26906  0.26881 0.00021  0.28248 0.28536
  7    40   0.02918  0.02915 0.00004  0.07078 0.03773
  8   -10   0.18954  0.18939 0.00016  0.24128 0.21335
Fermi level = -43.733 meV
Largest canonical minus Fermi-Dirac gap: 0.07006; 10 cells: 0.00623
Fixed waits: largest occupation error 0.00047, noise ratio 0.798
Mean total rate <R> = 81.4034 1/us
Rejection acceptance: formula 0.2241, simulated 0.2239
Zero-field mobility in nm^2/(V us):
  resistor network 300.4564, bound psi=0 413.0374
  small-field master equation 300.4564
  beta*D from tilted generator 300.4565
  beta*D from KMC 298.30 +/- 2.98
D = 7.7674 nm^2/us; KMC 7.712 +/- 0.077
Zero-field mobility = 3.0046e-06 cm^2/(V s)
Field 0.01 V/nm, e*F*a/kT = 0.3868
  drift velocity: master equation 2.8121 nm/us
  KMC 2.8077 +/- 0.0062 nm/us
  v/F = 281.213, reversed field 335.586 nm^2/(V us)
  KMC v/F = 2.8077e-06 cm^2/(V s)
```
